# Two-Photon Absorption Between Parabolic Bands by Allowed-Forbidden Transitions

## A single path: the infinitely heavy hole

Let a crystal have a conduction band of mass $m_c$ above a flat valence band, separated by a gap $E_g$. Light of photon energy $\hbar\omega<E_g$ cannot lift an electron across the gap with one photon, but two photons can do so if $2\hbar\omega>E_g$. One photon carries the electron from the valence to the conduction band at fixed wave vector $\mathbf k$. The other acts within the conduction band, with a strength proportional to the electron's velocity $\hbar k/m_c$. The first step is called allowed. The second is called forbidden, because it vanishes at $k=0$.

The spectrum follows from counting powers. Each step contributes one factor of the vector potential, whose square is proportional to $I/\omega^2$ at intensity $I$. The intermediate state misses energy conservation by $\hbar\omega$, which puts $1/\omega$ into the amplitude. The squared amplitude therefore varies as $I^2k^2/\omega^6$. The density of final states adds a factor $k$, and each event removes the energy $2\hbar\omega$. The absorption coefficient varies as $k^3/\omega^5$, and since $k^2\propto 2\hbar\omega-E_g$,

$$\beta\propto\frac{(2\hbar\omega-E_g)^{3/2}}{(\hbar\omega)^5}. \tag{1}$$

A mobile hole adds a second path. The next sections show that it changes the size of $\beta$ but not this shape.

## Model and conventions

Gaussian units are used; $m$ is the free-electron mass and the electron has charge $-e$. The bands are

$$E_c=E_g+\frac{\hbar^2k^2}{2m_c},\qquad E_v=-\frac{\hbar^2k^2}{2m_v},\qquad E_c-E_v=E_g+\frac{\hbar^2k^2}{2\mu}, \tag{2}$$

with $1/\mu=1/m_c+1/m_v$. The light is linearly polarized along the unit vector $\mathbf e$, with $\mathbf A=A_0\mathbf e\cos\omega t$. Its wavelength is long enough for $\mathbf A$ to be uniform, so transitions conserve $\mathbf k$. The interband momentum element satisfies $|\mathbf e\cdot\mathbf p_{cv}|^2=P^2$, independent of $\mathbf k$. The valence band is full, the conduction band is empty, and the attraction between electron and hole is left out. With $x=\hbar\omega/E_g$, the range is $\tfrac12<x<1$; above it one-photon absorption sets in.

The coupling to light is $(e/mc)\mathbf A\cdot\mathbf p+(e^2/2mc^2)A^2$. The second term does not depend on position, so it cannot connect two orthogonal band states. The part of the first term that absorbs a photon is $Ve^{-i\omega t}$, with

$$V=g\,\mathbf e\cdot\mathbf p,\qquad g=\frac{eA_0}{2mc}, \tag{3}$$

where the 2 comes from $\cos\omega t=\tfrac12(e^{-i\omega t}+e^{i\omega t})$.

The elements of $\mathbf p$ within a band follow from its velocity. The periodic part of a Bloch state is an eigenstate of $H_{\mathbf k}=(\mathbf p+\hbar\mathbf k)^2/2m+U$. The derivative of its energy is the mean of $\partial H_{\mathbf k}/\partial\mathbf k$, which is $\hbar/m$ times the mean momentum of the full Bloch state. Hence

$$\mathbf p_{cc}=\frac m\hbar\frac{\partial E_c}{\partial\mathbf k}=\frac{m\hbar\mathbf k}{m_c},\qquad \mathbf p_{vv}=-\frac{m\hbar\mathbf k}{m_v}. \tag{4}$$

## The two-photon amplitude

Let $a_j$ be the amplitude of state $j$ in the interaction picture, with the electron initially in state $v$. To first order,

$$i\hbar\dot a_j=V_{jv}\,e^{i(E_j-E_v-\hbar\omega)t/\hbar}
\;\Rightarrow\;
a_j=\frac{V_{jv}}{E_v+\hbar\omega-E_j}\,e^{i(E_j-E_v-\hbar\omega)t/\hbar}. \tag{5}$$

The integration constant, which reflects how the field was switched on, is dropped because it does not drive the two-photon resonance. Inserting (5) into the equation for $a_c$ gives

$$i\hbar\dot a_c=M\,e^{i(E_c-E_v-2\hbar\omega)t/\hbar},\qquad
M=\sum_j\frac{V_{cj}V_{jv}}{E_v+\hbar\omega-E_j}. \tag{6}$$

This has the form of a one-photon problem with coupling $M$ and energy $2\hbar\omega$, so the golden rule applies.

Within the two bands, $j$ is either $c$ or $v$. On resonance $E_c-E_v=2\hbar\omega$, and the denominators are $-\hbar\omega$ for $j=c$ and $+\hbar\omega$ for $j=v$. Therefore

$$M=-\frac{g^2(\mathbf e\cdot\mathbf p_{cv})}{\hbar\omega}\,\mathbf e\cdot(\mathbf p_{cc}-\mathbf p_{vv})
=-g^2(\mathbf e\cdot\mathbf p_{cv})\frac{m\,(\mathbf e\cdot\mathbf k)}{\mu\,\omega}. \tag{7}$$

The denominators have opposite signs, and so do the band velocities, so the two paths add. Their sum contains $1/m_c+1/m_v=1/\mu$. The flat valence band of the opening is the case $\mu=m_c$.

Equation (7) can be tested without perturbation theory. A driven two-level system at its two-photon resonance has quasienergies split by $2|M|$. For unit gap, unit coupling $\hbar p/m$, wave number 0.03 and a drive that shifts the wave number by an amplitude of 0.01, Floquet diagonalization gives a splitting 0.9964 times the prediction of (7).

## Sum over final states

The number of transitions per unit volume and time, with a factor 2 for spin, is

$$W=\frac{2\pi}{\hbar}\,\frac{g^4P^2m^2}{\mu^2\omega^2}\,S,\qquad
S=2\int\!\frac{d^3k}{(2\pi)^3}(\mathbf e\cdot\mathbf k)^2\,
\delta\!\left(\frac{\hbar^2k^2}{2\mu}-\Delta\right), \tag{8}$$

where $\Delta=2\hbar\omega-E_g$. The average of $(\mathbf e\cdot\mathbf k)^2$ over directions is $k^2/3$, and $d^3k\to4\pi k^2dk$. The delta function contributes $\mu/\hbar^2k$ at $k=\sqrt{2\mu\Delta}/\hbar$. Thus

$$S=\frac{1}{3\pi^2}\,k^4\,\frac{\mu}{\hbar^2k}
=\frac{\mu(2\mu)^{3/2}\Delta^{3/2}}{3\pi^2\hbar^5}. \tag{9}$$

The field amplitude is $E_0=\omega A_0/c$ and the mean intensity in a medium of refractive index $n$ is $I=ncE_0^2/8\pi$. Hence

$$A_0^2=\frac{8\pi cI}{n\omega^2},\qquad
g^2=\frac{e^2A_0^2}{4m^2c^2}=\frac{2\pi e^2I}{n\,m^2c\,\omega^2}. \tag{10}$$

Substituting (9) and (10) into (8), the numerical factors combine as $2\pi\cdot4\pi^2\cdot2^{3/2}/3\pi^2=16\sqrt2\,\pi/3$. The mass factors combine as $m^2/m^4=1/m^2$ and $\mu^{5/2}/\mu^2=\mu^{1/2}$:

$$W=\frac{16\sqrt2\,\pi}{3}\,\frac{e^4P^2\mu^{1/2}\Delta^{3/2}}{n^2m^2c^2(\hbar\omega)^6}\,I^2. \tag{11}$$

Each transition removes $2\hbar\omega$ from the beam, so $dI/dz=-2\hbar\omega W=-\beta I^2$ and

$$\beta=\frac{32\sqrt2\,\pi}{3}\,\frac{e^4P^2\mu^{1/2}}{n^2m^2c^2}\,
\frac{(2\hbar\omega-E_g)^{3/2}}{(\hbar\omega)^5}. \tag{12}$$

Now $\Delta=E_g(2x-1)$ and $(\hbar\omega)^5=E_g^5(2x)^5/32$, which gives

$$\boxed{\beta=\frac{1024\sqrt2\,\pi}{3}\,\frac{e^4P^2\mu^{1/2}}{n^2m^2c^2E_g^{7/2}}\,F(x),\qquad
F(x)=\frac{(2x-1)^{3/2}}{(2x)^5}} \tag{13}$$

The exponent $3/2$ is the sum of 1 from the squared intraband element and $1/2$ from the density of states.

## The maximum

The logarithmic derivative is

$$\frac{d\ln F}{dx}=\frac{3}{2x-1}-\frac5x=\frac{5-7x}{x(2x-1)}. \tag{14}$$

For $x>\tfrac12$ the denominator is positive, so $F$ rises up to $x=5/7$ and falls beyond it. Thus

$$x_{\max}=\frac57,\qquad F_{\max}=\frac{(3/7)^{3/2}}{(10/7)^5}=0.0472. \tag{15}$$

The maximum is a compromise between the growing phase space and velocity of the final pair and the weakening of the light's action as $\omega$ rises.

The statement concerns $\beta$ at constant $n$ and $P$. The number of transitions at fixed intensity, (11), has one more power of $1/x$. Its condition is $3/(2x-1)=6/x$, so it peaks at $x=2/3$. Counting carriers and measuring lost energy therefore give different peak positions.

If $F$ is multiplied by a slowly varying correction $R(x)$, the peak shifts. The second derivative of $\ln F$ at $5/7$ is $-6/(2x-1)^2+5/x^2=-343/15$, so to first order

$$\delta x\approx\frac{15}{343}\,\frac{d\ln R}{dx}\bigg|_{x=5/7}. \tag{16}$$

A correction that falls with photon energy moves the peak down.

## Ellipsoidal bands and remote bands

Suppose the reduced mass has principal values $\mu_x,\mu_y,\mu_z$ and $\mathbf e$ lies along $x$. Then $M\propto k_x/\mu_x$. The substitution $k_i=\sqrt{\mu_i}\,q_i$ makes the energy isotropic in $\mathbf q$. The squared amplitude becomes proportional to $q_x^2/\mu_x$, and the volume element supplies $\sqrt{\mu_x\mu_y\mu_z}$. In (13) this means

$$\sqrt\mu\;\to\;\frac{\sqrt{\mu_x\mu_y\mu_z}}{\mu_x}, \tag{17}$$

with $F$ unchanged.

The sum (6) was restricted to two bands, although other bands help to set the masses. Their effect can be found for $\mathbf k$ along $\mathbf e$ if they lie far away compared with $\hbar\omega$. With a real interband element $p$ and Pauli matrices $\sigma_i$, take

$$H(k)=\left(\frac{E_g}{2}+\frac{\hbar^2k^2}{4\mu'}\right)\sigma_z+\frac{\hbar p}{m}\,k\,\sigma_x. \tag{18}$$

The level separation, expanded to order $k^2$, gives $1/\mu=1/\mu'+4p^2/(m^2E_g)$. The remote bands supply the part $1/\mu'$. Light replaces $k$ by $k+eA/\hbar c$, and the first term of $H$ then contains $e^2A^2\sigma_z/(4\mu'c^2)$. The part of $A^2$ that absorbs two photons is $A_0^2/4$, so this term couples the bands directly with strength $(g^2m^2/4\mu')\,\langle c|\sigma_z|v\rangle$.

The eigenstates are rotated from those of $\sigma_z$ by an angle $\theta$ with $\sin\theta=2\hbar pk/(mE_{cv})$, and $\langle c|\sigma_z|v\rangle=-\sin\theta$. On resonance $E_{cv}=2\hbar\omega$, so the direct term is

$$M'=-\frac{g^2m^2}{4\mu'}\,\frac{\hbar pk}{m\hbar\omega}=-\frac{g^2mpk}{4\mu'\omega},\qquad
\frac{M'}{M}=\frac{\mu}{4\mu'}. \tag{19}$$

It has the same sign and the same dependence on $k$ and $\omega$ as $M$. If the interband momentum points along $\mathbf e$, and $\mathbf e$ is a principal axis of the masses, both terms depend on $\mathbf k$ only through $\mathbf e\cdot\mathbf k$, so the ratio holds for every direction of $\mathbf k$. To leading order near the band edge, $\beta$ in this model is then multiplied by $(1+\mu/4\mu')^2$ and its shape is unchanged. A crystal without an inversion centre, such as gallium nitride, can for some polarizations also have a two-photon amplitude at $k=0$, which (18) leaves out.

## A wide-gap example

Gallium nitride is used in power and radio-frequency devices. The following values are rough and in its regime: $E_g=3.4$ eV, $m_c=0.2\,m$, $m_v=1.0\,m$, $n=2.4$ and $2P^2/m=7$ eV for one valence band. The reduced mass is $\mu=0.2\cdot1.0/1.2=0.1667$ in units of $m$.

The peak lies at $\hbar\omega=\tfrac57\cdot3.4=2.43$ eV, a wavelength of 510 nm. Writing $P^2=(m/2)(2P^2/m)$ in (13) and converting to practical units gives

$$\beta=K\,\frac{(2P^2/m)\sqrt{\mu/m}\;F}{n^2E_g^{7/2}},\qquad
K=\frac{512\sqrt2\,\pi}{3}\frac{e^4}{\sqrt m\,c^2}=4579\ \frac{\text{cm eV}^{5/2}}{\text{GW}}, \tag{20}$$

with energies in eV. At the peak,

$$\beta=\frac{4579\cdot7\cdot\sqrt{0.1667}\cdot0.04715}{2.4^2\cdot3.4^{7/2}}=1.48\ \text{cm/GW}, \tag{21}$$

or $1.48\times10^{-16}$ cm s/erg. A direct sum over a three-dimensional grid of $\mathbf k$, with both intermediate states explicit and the delta function replaced by a Gaussian of width $0.03\Delta$, gives 1.478 cm/GW and a maximum at $x=0.7143$. The curve is fairly flat on the high side: $\beta$ is 1.19 cm/GW at $x=0.9$, but only 0.62 cm/GW at $x=0.55$, which is slightly closer to the peak.

Let a flat-topped pulse of 100 fs have an intensity of 10 GW/cm² just inside a wafer of thickness $L=300$ µm. Integrating $dI/dz=-\beta I^2$ gives $1/I(L)=1/I(0)+\beta L$, so the transmission, without surface reflection, is

$$T=\frac{1}{1+\beta I(0)L}=\frac{1}{1+1.478\cdot10\cdot0.03}=0.69. \tag{22}$$

The carrier density left at the entrance is $\beta I^2\tau/(2\hbar\omega)=1.9\times10^{16}$ cm⁻³, where $\tau$ is the pulse length. The field amplitude is 1.8 MV/cm. The Keldysh parameter $\omega\sqrt{\mu E_g}/(eE_0)$ is 37, far above 1, so the process is in the multiphoton regime that perturbation theory requires.

## How far the model can be trusted

At the peak the final pair has kinetic energy $\Delta=\tfrac37E_g=1.46$ eV. This is too large a fraction of the gap for parabolic bands to be taken for granted.

**Coupled bands.** The size of the error can be estimated from an isotropic four-band model, $H=(E_g/2)\beta_D+Q\,\boldsymbol\alpha\cdot\mathbf k$, with Dirac matrices $\beta_D,\boldsymbol\alpha$ and $Q$ chosen to give the same $\mu$ at the edge. This choice also fixes the interband element, $2P^2/m=E_gm/2\mu=10.2$ eV, so the factor found below is a ratio to the parabolic result with that element, not with the 7 eV of the example. Its separation is $E_{cv}=\sqrt{E_g^2+E_g\hbar^2k^2/\mu}$. Put $y=E_{cv}/E_g=2x$. Then $k^2$ is $(y+1)/2$ times its parabolic value, and $dE_{cv}/dk=\hbar^2k/(\mu y)$. The squared intraband element contains $(dE_{cv}/dk)^2$ and the density of states $k^2/(dE_{cv}/dk)$, so $\beta\propto k^2\,dE_{cv}/dk$.

The interband element also weakens. Since $\alpha_z^2=1$, its squared interband part, averaged over spin, is 1 minus the squared intraband part, or $1-(1-y^{-2})\cos^2\vartheta$, where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf e$. The intraband step weights directions by $\cos^2\vartheta$, and $\langle\cos^4\vartheta\rangle/\langle\cos^2\vartheta\rangle=3/5$. Altogether

$$R_{\rm cb}=\frac1y\left(\frac{y+1}{2}\right)^{3/2}\left[1-\frac35\left(1-\frac1{y^2}\right)\right]. \tag{23}$$

This tends to 1 at the edge. At $x=5/7$ it is 0.65, and it moves the maximum of $\beta$ to $x=0.664$.

**Electron-hole attraction.** An amplitude proportional to $\mathbf k$ selects a pair in a p wave. A simple estimate multiplies $\beta$ by the squared enhancement of the Coulomb p wave at small separation, $e^{\pi\eta}|\Gamma(2+i\eta)|^2$, or

$$R_{\rm ex}=\frac{2\pi\eta}{1-e^{-2\pi\eta}}(1+\eta^2),\qquad \eta=\sqrt{\frac{R_y}{\Delta}}, \tag{24}$$

where $R_y$ is the exciton Rydberg energy. A rough static dielectric constant of 9.5 gives $R_y=25$ meV. The factor is 1.49 at $x=5/7$, and by itself it moves the maximum to $x=0.673$.

This estimate is rough for two reasons. First, the intermediate pair extends over a distance of about $\hbar/\sqrt{2\mu(E_g-\hbar\omega)}$, which is not small on the scale over which the final p wave varies, and it feels the attraction too. With the finite distance included, the factor at $x=5/7$ is 1.12 for attraction in the final state alone and 1.81 for attraction in both states. Second, a pair with 1.46 eV of kinetic energy moves too fast for the lattice to screen it fully. A rough electronic dielectric constant of 5.35 raises the value of (24) to 2.0. The attraction thus increases $\beta$, but (24) does not fix by how much.

Near threshold the change is qualitative. For $\Delta\ll R_y$, $R_{\rm ex}\to2\pi(R_y/\Delta)^{3/2}$, which cancels the factor $\Delta^{3/2}$ in (12). The continuum absorption then has a finite value at its edge, and lines of bound p-wave excitons lie below it. The law $(2x-1)^{3/2}$ therefore requires $\Delta\gg R_y$, and it is approached slowly: with (24), the local exponent of $\Delta$ is still only 1.3 at $\Delta=58R_y$, the peak of the example.

**Set beside the real material.** Taken as factors on the parabolic result, (23) gives $-35\%$ and the simple estimate (24) gives $+49\%$, a figure that is itself uncertain. If the four-band model keeps $2P^2/m=7$ eV and takes the rest of the curvature from a remote-band term as in (18), the change relative to (21) is $-27\%$, with the direct term of (19) included. The two corrections act in opposite directions on the size of $\beta$ but in the same direction on the peak. Index dispersion, modelled by one oscillator at a rough 7 eV, alone shifts the peak to $x=0.702$. The value $5/7$ is thus a property of the idealized model, not a prediction for gallium nitride to two digits. Further estimates, each with the other parameters held fixed, are:

- The part of the curvature not supplied by the pair itself is $\mu/\mu'=0.31$. If it came from remote bands alone, (19) would raise $\beta$ by 16% near the edge. In gallium nitride much of it can come from neighbouring valence bands, for which (19) does not hold and the change can be much larger.
- A rough hole mass of $2\,m$ along the crystal axis raises $\beta$ by 4% for light polarized across that axis.
- A gap smaller by a rough 75 meV, as in a device at 450 K instead of 300 K, raises $\beta$ by 8% at the same wavelength.
- A dc field of 3 MV/cm, near breakdown, has an electro-optic energy $(e^2F_{\rm dc}^2\hbar^2/2\mu)^{1/3}=0.27$ eV. This is well below $\Delta$ at the peak, but not near threshold.
- Doping to $10^{19}$ cm⁻³ fills states up to 0.08 eV at zero temperature, far below the 1.21 eV at which the electron arrives.

The constant $P^2$ is a further serious limit. The real crystal has other valence bands close to the top one, and they mix with it as $k$ grows. The orbital of the top band then turns nearly perpendicular to $\mathbf k$, while the intraband step favours $\mathbf k$ along $\mathbf e$. For light polarized across the crystal axis, a rough three-band estimate without spin-orbit coupling lowers the effective $P^2$ of the top band by about 70% from its edge value of 7 eV at the final wave number of the peak; the figure depends strongly on the polarization. The other valence bands also add absorption of their own and serve as intermediate states for transitions from the top band; neither effect is included. The value of about 1.5 cm/GW therefore belongs to an idealized pair of bands with constant $P^2$ and is not a prediction for gallium nitride. The numerical output below lists most of the values used.

## Computed results

```
gap (rough) = 3.40 eV
electron, hole mass (rough) = 0.20, 1.00 m
reduced mass = 0.1667 m
refractive index (rough) = 2.40
2P^2/m (rough) = 7.00 eV
x at maximum of F, symbolic = 5/7 = 0.71429
x at maximum, numerical k-sum = 0.71431
x at maximum of rate at fixed intensity = 2/3
F at maximum = 0.04715
photon energy at peak = 2.4286 eV
wavelength at peak = 510.5 nm
excess energy 2hw-Eg at peak = 1.4571 eV
final wave number at peak = 2.525 1/nm
K in beta=K(2P^2/m)sqrt(mu/m)F/(n^2 Eg^3.5) = 4579.1 cm eV^2.5/GW
beta at peak, formula = 1.4782 cm/GW
beta at peak, k-sum = 1.4778 cm/GW
x = 0.55: F = 0.01964, beta = 0.6155 cm/GW
x = 0.60: F = 0.03595, beta = 1.1268 cm/GW
x = 0.80: F = 0.04432, beta = 1.3894 cm/GW
x = 0.90: F = 0.03787, beta = 1.1871 cm/GW
Floquet splitting / pair formula = 0.9964
intensity inside wafer = 10.0 GW/cm2
wafer thickness = 300 um
transmission without reflection = 0.6928
pulse length = 100 fs
carrier density at entrance = 1.899e+16 1/cm3
optical field amplitude = 1.772 MV/cm
Keldysh parameter = 37.4
coupled-band factor on beta at 5/7 = 0.650
x of maximum with coupled bands = 0.6644
static dielectric constant (rough) = 9.5
exciton Rydberg = 25.1 meV
exciton factor on beta at 5/7 = 1.494
x of maximum with exciton factor = 0.6728
index oscillator energy (rough) = 7.0 eV
x of maximum with index dispersion = 0.7018
remote share mu/mu' = 0.314
remote-band factor on beta = 1.163
hole mass along c axis (rough) = 2.0 m
anisotropy factor, light across c = 1.044
gap drop, 300 to 450 K (rough) = 75 meV
hot/cold beta at same wavelength = 1.078
dc field near breakdown (rough) = 3.0 MV/cm
electro-optic energy in that field = 0.274 eV
doping for band-filling check = 1.0e+19 1/cm3
Fermi energy at that doping, 0 K = 0.0846 eV
electron final energy at peak = 1.2143 eV
```
